# Averaging a Doubly Degenerate Valence Edge over Thermal Displacements

## Problem

The band edge of a crystal at temperature $T$ can be estimated by displacing the atoms of a periodic cell at random, computing the levels for each frozen arrangement, and averaging. Consider a valence edge at energy $E_0$ that is doubly degenerate, not counting spin, when the atoms are at rest. A uniform optical displacement $x$ splits it into

$$E_0+gx,\qquad E_0-gx .$$

The displacement is Gaussian with mean zero and variance $s^2$.

1. What is the mean of the higher level, and what is the mean of the two levels together?
2. How do these means depend on the number $N$ of primitive cells in the periodic cell, and on temperature?
3. Which of them estimates the edge shift of an extended crystal?

For numbers, take a phonon energy $\hbar\omega=64$ meV, a reduced mass $\mu=14$ u, $g=20$ eV/nm, $N=256$ (512 atoms) and $T=300$ K. Let each primitive cell also contribute a quadratic term with coefficient $a=1000$ eV/nm$^2$. If $u_j$ is the relative displacement of the two atoms in cell $j$, the levels are

$$E_\pm=E_0+\frac1N\sum_{j=1}^{N}\left(a u_j^2\pm g u_j\right).$$

The factor $1/N$ appears because the edge state is spread evenly over the cells. The coefficient $a$ stands for the second-order effects that shift both frozen levels alike, including repulsion from other bands. It is taken to be independent of $N$. In a real crystal the second-order shift can also change with cell size, because a finite cell lets the edge state mix with only a limited set of other states; averaging over the degenerate levels does not remove that error. All optical modes are given the same frequency, and the lattice constant is held fixed.

## First estimate by scaling

The linear terms contain the displacements through their mean, $x=\frac1N\sum_j u_j$. If one cell has rms displacement $s_1$, the mean of $N$ independent displacements has rms value $s_1/\sqrt N$. A typical splitting therefore places the higher level above the centre by

$$|g|\,s_1/\sqrt N .$$

The centre of the pair has no linear term. Its quadratic shift is $a s_1^2$, because averaging $u_j^2$ over cells does not reduce its mean.

With $s_1=0.005255$ nm at 300 K, derived below, and $\sqrt{256}=16$,

$$s=\frac{0.005255}{16}\ \text{nm}=0.000328\ \text{nm},\qquad |g|s=6.57\ \text{meV},\qquad a s_1^2=27.6\ \text{meV}.$$

Scaling thus suggests that the higher level carries an extra shift of several meV that depends on cell size. It does not fix the numerical factor.

## Exact solution of the model

### The two averages

Set $a=0$ for the moment. The higher level is not always the one labelled $+$: for $gx<0$ it is $E_0-gx$. Sorting by energy gives

$$E_{\rm top}=E_0+|gx|,\qquad E_{\rm bottom}=E_0-|gx| .$$

The odd function $gx$ has become the even function $|gx|$, whose mean does not vanish. With the normalized Gaussian,

$$\langle |x|\rangle=\frac{2}{\sqrt{2\pi}\,s}\int_0^\infty x\,e^{-x^2/2s^2}\,dx
=\frac{2}{\sqrt{2\pi}\,s}\,s^2=s\sqrt{\frac2\pi}.$$

The integral equals $s^2$ because $x e^{-x^2/2s^2}$ is the derivative of $-s^2e^{-x^2/2s^2}$. Hence

$$\boxed{\langle E_{\rm top}\rangle=E_0+|g|s\sqrt{\frac2\pi}},\qquad
\boxed{\left\langle\frac{E_{\rm top}+E_{\rm bottom}}2\right\rangle=E_0 }.$$

The first shift is linear in the coupling strength and in the rms displacement. In the second average the terms $\pm|gx|$ cancel for every displacement, before any thermal average is taken.

The result does not depend on the basis. A more general linear coupling is

$$H=E_0+cx+gx\,(\mathbf n\cdot\boldsymbol\sigma),$$

where $\mathbf n$ is a fixed real unit vector and $\boldsymbol\sigma$ are the Pauli matrices. Since $(\mathbf n\cdot\boldsymbol\sigma)^2=1$ and its trace is zero, its eigenvalues are $+1$ and $-1$. The levels are $E_0+cx\pm|gx|$. Half the trace is $E_0+cx$, with mean $E_0$ because $\langle x\rangle=0$. The mean top shift remains $|g|s\sqrt{2/\pi}$.

For $c=0$ the two sorted levels are, as a set, $E_0+gx$ and $E_0-gx$. Each is Gaussian about $E_0$ with standard deviation $|g|s$, so the pooled levels are too. The linear coupling broadens the distribution of frozen levels without moving its centre. Selecting the top keeps the upper half of this distribution, and the mean of that half lies above the centre.

Using displacements in opposite pairs does not remove the shift. Such a pair cancels odd functions, but $|x|$ is even. For $x=+s$ and $x=-s$, the mean top shift is $|g|s$.

### The thermal variance

The mean of the top level relies on $x$ being Gaussian. For a harmonic mode of mass $M$ this holds at every temperature. Write

$$x=\ell(b+b^\dagger),\qquad \ell^2=\frac{\hbar}{2M\omega},\qquad [b,b^\dagger]=1,\qquad \theta=\frac{\hbar\omega}{kT}.$$

Let $A=e^{iqx}$ and $f(q)=\langle A\rangle$. The thermal density operator $\rho\propto e^{-\theta b^\dagger b}$ satisfies $\rho b=e^\theta b\rho$, because $b$ lowers the energy by one quantum. Cyclic invariance of the trace then gives $\langle bA\rangle=e^\theta\langle Ab\rangle$. The commutator $[b,A]=iq\ell A$ gives $\langle bA\rangle-\langle Ab\rangle=iq\ell f$. Combining the two,

$$\langle Ab\rangle=iq\ell\,n f,\qquad n=\frac1{e^\theta-1}.$$

In the same way, $\rho b^\dagger=e^{-\theta}b^\dagger\rho$ and $[b^\dagger,A]=-iq\ell A$ give $\langle Ab^\dagger\rangle=iq\ell(n+1)f$. Therefore

$$\frac{df}{dq}=i\langle Ax\rangle=i\ell\left(\langle Ab\rangle+\langle Ab^\dagger\rangle\right)=-q\ell^2(2n+1)f .$$

With $f(0)=1$, the solution is $f=e^{-q^2s^2/2}$, the characteristic function of a Gaussian, where

$$s^2=\ell^2(2n+1)=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2kT}.$$

### Cell size and the quadratic term

For uniform motion every $u_j$ equals $x$. The kinetic energy is $N\mu\dot x^2/2$ and the potential energy is $N\mu\omega^2x^2/2$. The mode therefore has mass $M=N\mu$ and variance

$$s^2=\frac{s_1^2}{N},\qquad s_1^2=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2kT}.$$

Translational symmetry keeps this mode separate from the others, so the expression for $s^2$ survives dispersion if $\omega$ is the uniform-mode frequency. The equality $\langle u_j^2\rangle=s_1^2$, by contrast, uses the assumption of equal frequencies.

The quadratic term is common to both levels and does not affect their order. Restoring it gives

$$\langle E_{\rm top}\rangle-E_0=a s_1^2+|g|s_1\sqrt{\frac{2}{\pi N}},\qquad
\left\langle\frac{E_{\rm top}+E_{\rm bottom}}2\right\rangle-E_0=a s_1^2 .$$

Manifold averaging removes the linear contribution and keeps the quadratic shift $a s_1^2$.

Within the model, the top average approaches the manifold average as $N\to\infty$. The model has no folded states; in a three-dimensional crystal the second-order mixing with them that a finite cell misses falls only as $N^{-1/3}$ in the frozen picture, more slowly than the linear term. The linear term is a true property of the largest level in a finite frozen cell, but it is spurious as an estimate of the edge shift of the extended crystal.

### A quantized mode

The frozen picture can be checked by treating the uniform mode quantum mechanically. A hole in one branch sees the coupling $-gx$, and in the other $+gx$. For the first, omit the zero-point energy, let $x_0^2=\hbar/(2N\mu\omega)$ and define $\lambda=gx_0/\hbar\omega$. Completing the square gives

$$\hbar\omega\,b^\dagger b-gx_0(b+b^\dagger)
=\hbar\omega(b^\dagger-\lambda)(b-\lambda)-\hbar\omega\lambda^2 .$$

The shifted operators obey the same commutation rule, so the lowest energy is $-\hbar\omega\lambda^2=-g^2x_0^2/\hbar\omega$. Changing the sign of $g$ leaves it unchanged. Creating the hole costs less energy, which raises the valence edge by $g^2x_0^2/\hbar\omega$. This shift is second order in $g$, and no linear term appears. For $N=256$ it is 0.57 meV. This is the contribution of one mode only, and it falls as $1/N$ because $x_0^2\propto1/N$. The frozen manifold average, which gives $E_0$ when $a=0$, does not contain it.

In the example $\hbar\omega=64$ meV exceeds the rms splitting $2|g|s=13$ meV. The mode is therefore not slow compared with the splitting, and the frozen top level cannot be identified with a spectral line. In the quantized model a fraction of about $e^{-(gs/\hbar\omega)^2}\approx0.99$ of the weight lies in one sharp line shifted by 0.57 meV and the rest in phonon sidebands; only the mean and the variance agree with the frozen Gaussian.

## Comparison of the estimate and the solution

At 300 K, $kT=25.85$ meV and the coth factor is 1.184. The linear shift of the top is

$$6.57\ \text{meV}\times0.798=5.24\ \text{meV}.$$

The scaling estimate had the right dependence on $g$, $s_1$ and $N$, but was larger than the exact value by the factor $\sqrt{\pi/2}$, about 25%. It coincides with the result of the single pair $x=\pm s$.

The quadratic shift is 27.6 meV, so the top average gives 32.9 meV. Relative to the manifold result, the excess is 19%. Random sampling of all $u_j$, with 20,000 arrangements for each cell size, gives the following means and standard errors:

| $N$ | Top shift (meV) | Manifold shift (meV) |
|---:|---:|---:|
| 32 | 42.42 ± 0.10 | 27.59 ± 0.05 |
| 256 | 32.89 ± 0.03 | 27.64 ± 0.02 |

More arrangements reduce the standard error but not the linear shift, which depends on cell size. Bringing it below 1 meV requires

$$N>\left(\frac{|g|s_1\sqrt{2/\pi}}{1\ \text{meV}}\right)^2\approx7.0\times10^3$$

primitive cells, or about 14,000 atoms, for these parameters and one polarization. A linear shift twice as large, as found below for three polarizations, needs four times as many cells.

Temperature offers a second comparison. At high temperature $\coth(\hbar\omega/2kT)\to2kT/\hbar\omega$, so the linear shift grows as $\sqrt T$ and the quadratic one as $T$. At $T=0$ both remain finite because of zero-point motion. Between 0 and 300 K the linear shift rises from 4.82 to 5.24 meV, while the quadratic shift rises from 23.3 to 27.6 meV. Subtracting the zero-temperature value thus removes most of the spurious term here, but still leaves 0.42 meV on a genuine change of 4.28 meV, an error of 10%.

### Relation to silicon

The phonon energy and reduced mass are roughly those of silicon; $g$ and $a$ are round model values, not fitted ones. A rough rigid-ion pseudopotential estimate puts the silicon coupling nearer 35 eV/nm in the normalization used below, so the linear shifts quoted here, which scale with $g$, are likely too small for silicon. The largest simplification sized here is the use of one polarization. Silicon has three optical polarizations at the zone centre and, with spin included, a fourfold valence edge. Let the coupling be scaled so that, with the split-off band remote, each polarization alone splits the edge into levels at $\pm gx$ from $E_0$. A calculation with three polarizations and a remote split-off band then gives a linear top shift of 10.5 meV, twice the one-mode value. With the split-off band at a rough distance of 44 meV, the top shift becomes 12.8 meV and the mean of the four edge levels moves by 2.7 meV. The latter comes from repulsion by the split-off band, counts the uniform modes alone, and falls roughly as $1/N$ for cells of about a hundred primitive cells or more, where $|g|s$ is small against the split-off distance; in smaller cells it lies well below that law. It should not be added to $a s_1^2$ if $a$ already includes that repulsion. Both numbers are for frozen atoms. Since the phonon energy of 64 meV exceeds the split-off distance of 44 meV, the static repulsion is not a reliable estimate of the real shift from these modes.

The manifold must also remain identifiable. A parabolic band with a rough hole mass of $0.5\,m_e$ puts the nearest folded valence state about 0.64 eV from the edge in this 2.17 nm cubic cell. Since the real hole mass depends on direction and the bands are not parabolic so far from the edge, this is only an order of magnitude. The nearest state may lie at half that distance or less, which is still far larger than $|g|s$. In a single primitive cell, by contrast, $|g|s_1$ is about 105 meV, larger than the split-off distance. The upper four levels then no longer form a separate weakly split group, and a second-order description of their mean fails. Acoustic modes, anharmonicity and thermal expansion are omitted and have not been sized, so the 27.6 meV is a model shift, not a prediction for silicon.

The numerical output below lists the values used here.

## Computed results

```
phonon energy: 64 meV
reduced mass: 14 u
linear coupling g: 20 eV/nm
quadratic coupling a: 1000 eV/nm^2
temperature: 300 K; kT: 25.85 meV
primitive cells N: 256; atoms: 512
coth factor at 300 K: 1.1837
rms displacement, one primitive cell: 0.005255 nm
rms uniform displacement, N cells: 0.0003284 nm
factor sqrt(2/pi): 0.79788
g times rms, N cells: 6.568 meV
top artefact by quadrature, N cells: 5.241 meV
spread of top level, N cells: 3.959 meV
top shift from pair x=+s,-s: 6.568 meV
genuine quadratic shift: 27.611 meV
total top shift, formula: 32.852 meV
random samples per cell size: 20000
N=32: artefact formula 14.823 meV
N=32: sampled top 42.422 +- 0.100 meV
N=32: sampled manifold 27.587 +- 0.048 meV
N=256: artefact formula 5.241 meV
N=256: sampled top 32.892 +- 0.034 meV
N=256: sampled manifold 27.635 +- 0.017 meV
T=0 K: artefact 4.817 meV, genuine 23.327 meV
T=300 K: artefact 5.241 meV, genuine 27.611 meV
T=600 K: artefact 6.493 meV, genuine 42.384 meV
primitive cells for artefact below 1 meV: 7032
three polarizations, remote split-off: top 10.49 meV
split-off distance (rough): 44 meV
three polarizations, this split-off: top 12.76 meV
same, four-state manifold mean: 2.66 meV
quantum-mode rise of edge, N cells: 0.570 meV
lattice constant (rough): 0.543 nm
cubic cell edge: 2.172 nm
hole mass for folding estimate (rough): 0.5 m_e
nearest folded state, parabolic estimate: 0.64 eV
```
